# Acoustic deformation-potential mobility of nondegenerate electrons in a parabolic band: a program that tests the result

```python
# Result under test: acoustic deformation-potential mobility of nondegenerate
# electrons in an isotropic parabolic band,
#   mu = (2 sqrt(2 pi)/3) e hbar^4 C / (D^2 m^(5/2) (kB T)^(3/2)).
# m: band mass, D: deformation potential (energy), C = rho v_s^2: stiffness,
# rho: mass density, v_s: longitudinal sound speed, T: temperature.
# All internal quantities are in SI units unless a comment says otherwise.
import numpy as np
from scipy.constants import e, hbar, k as kB, m_e, epsilon_0, pi
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq


def mobility_formula(T, m, C, D):
    return (2*np.sqrt(2*pi)/3*e*hbar**4*C
            / (D**2*m**2.5*(kB*T)**1.5))


def dos(E, m, h=hbar):
    """Density of states per spin, volume and energy."""
    return (2*m)**1.5*np.sqrt(np.maximum(E, 0))/(4*pi**2*h**3)


def acoustic_rate(E, T, m, C, D):
    """Elastic equipartition scattering rate."""
    return 2*pi*D**2*kB*T*dos(E, m)/(hbar*C)


def boltzmann(T, m, v_s, C, D, n_k=400, n_q=40):
    """Linearized Boltzmann equation with inelastic phonon scattering.
    Returns mobility, wave numbers, vector mean free path, energy loss."""
    kT, rho = kB*T, C/v_s**2
    k_th, k_s = np.sqrt(2*m*kT)/hbar, m*v_s/hbar
    t = (np.arange(n_k) + 0.5)/n_k
    k = 6.5*k_th*t**2
    dk = 13*k_th*t/n_k
    node, weight = np.polynomial.legendre.leggauss(n_q)
    node, weight = (node + 1)/2, weight/2
    channels = []
    for sign in (1, -1):                      # absorption, emission
        if sign == 1:
            low, high = np.maximum(0, 2*(k_s - k)), 2*(k + k_s)
        else:
            low, high = 0*k, np.maximum(0, 2*(k - k_s))
        width = (high - low)[:, None]
        q = np.maximum(low[:, None] + width*node, 1e-12*k_th)
        number = 1/np.expm1(hbar*v_s*q/kT) + (sign == -1)
        rate = (D**2*m*q**2*number
                / (4*pi*rho*v_s*hbar**2*k[:, None]))*width*weight
        k_new = np.sqrt(np.maximum(k[:, None]**2 + sign*2*k_s*q,
                                   (1e-9*k_th)**2))
        cosine = (k[:, None]**2 + k_new**2 - q**2)/(2*k[:, None]*k_new)
        channels.append((rate, k_new, cosine, hbar*v_s*q))
    out = sum(c[0].sum(axis=1) for c in channels)
    v = hbar*k/m
    path = v/out
    for _ in range(80):
        back = sum((c[0]*c[2]*np.interp(c[1], k, path)).sum(axis=1)
                   for c in channels)
        new = (v + back)/out
        change = np.max(np.abs(new - path))/np.max(np.abs(new))
        path = new
    assert change < 1e-8
    f = k**2*np.exp(-(k/k_th)**2)*dk
    mu = e/(3*kT)*np.sum(f*v*path)/np.sum(f)

    def energy_loss(T_e):
        """Mean power lost by a Maxwellian electron gas at T_e."""
        fe = k**2*np.exp(-(k/k_th)**2*T/T_e)*dk
        absorb, emit = [(c[0]*c[3]).sum(axis=1) for c in channels]
        return np.sum(fe*(emit - absorb))/np.sum(fe)
    return mu, k, path, energy_loss


x = 8*(np.arange(4000) + 0.5)/4000            # sqrt(E / kB T)


def relaxation_mobility(rate_function, T, m):
    """Maxwellian transport average of a momentum relaxation time."""
    w = x**4*np.exp(-x**2)
    return e/m*np.sum(w/rate_function(kB*T*x**2))/np.sum(w)


# Inputs: rough typical values for electrons in silicon
T, m, D = 300.0, 0.32*m_e, 9.0*e
rho, v_s = 2330.0, 9000.0
C, kT = rho*v_s**2, kB*T
mu = mobility_formula(T, m, C, D)
k_th = np.sqrt(2*m*kT)/hbar
tau_kT = 1/acoustic_rate(kT, T, m, C, D)
free_path = pi*hbar**4*C/(D**2*m**2*kT)

# Test: phonon strengths from a diagonalized oscillator (hbar = M = omega = 1)
grid = np.linspace(-10, 10, 801)
h = grid[1] - grid[0]
levels, states = eigh_tridiagonal(1/h**2 + grid**2/2,
                                  -np.ones(800)/(2*h**2),
                                  select='i', select_range=(0, 30))
X2 = (states.T @ (grid[:, None]*states))**2
p = np.exp(-(levels - levels[0]))
p = p/p.sum()                                 # temperature = one quantum
absorb = sum(p[n]*X2[n, n-1] for n in range(1, 30))
emit = sum(p[n]*X2[n, n+1] for n in range(30))
bose = 1/np.expm1(1.0)
assert abs(absorb - bose/2) < 3e-3
assert abs(emit - (bose + 1)/2) < 3e-3

# Test: density of states by counting box states (hbar = m = 1, L = 2 pi)
i = np.arange(-35, 36)
n2 = i[:, None, None]**2 + i[None, :, None]**2 + i[None, None, :]**2
counted = np.count_nonzero((n2 > 900) & (n2 <= 1100))
expected = (2*pi)**3*quad(lambda E: dos(E, 1.0, 1.0), 450, 550)[0]
assert abs(counted/expected - 1) < 0.01

# Test: mobility, free path and exponents in the slow-sound limit, C fixed
slow = v_s/10
mu_slow, k_slow, path_slow, _ = boltzmann(T, m, slow, C, D)
assert abs(mu_slow/mu - 1) < 2e-3
middle = (k_slow > 0.5*k_th) & (k_slow < 2.5*k_th)
path_spread = np.max(np.abs(path_slow[middle]/free_path - 1))
assert path_spread < 3e-3
exp_T = np.log(boltzmann(400., m, slow, C, D)[0]/mu_slow)/np.log(400/T)
exp_m = np.log(boltzmann(T, 1.5*m, slow, C, D)[0]/mu_slow)/np.log(1.5)
assert abs(exp_T + 1.5) < 3e-3 and abs(exp_m + 2.5) < 3e-3

# Test: the transport average against the closed form
mu_average = relaxation_mobility(
    lambda E: acoustic_rate(E, T, m, C, D), T, m)
assert abs(mu_average/mu - 1) < 1e-4

# Finite phonon energy at the real and at the doubled sound speed
mu_real, _, _, loss = boltzmann(T, m, v_s, C, D)
mu_fast = boltzmann(T, m, 2*v_s, C, D)[0]
dev_real, dev_fast = mu_real/mu - 1, mu_fast/mu - 1
assert abs(dev_real) < 0.05
assert 3 < dev_fast/dev_real < 5             # error quadratic in sound speed

# Carrier heating with acoustic cooling only
T_e = 1.1*T
assert abs(loss(T)) < 0.01*loss(T_e)         # no net loss in equilibrium
heating_field = np.sqrt(loss(T_e)/(e*mu*np.sqrt(T/T_e)))

# Intervalley phonons: energy, coupling (J/m), number of final valleys
intervalley = [(0.060*e, 1e11*e, 1), (0.050*e, 3e10*e, 4)]


def acoustic_and_intervalley(E, temp):
    rate = acoustic_rate(E, temp, m, C, D)
    for quantum, coupling, valleys in intervalley:
        number = 1/np.expm1(quantum/(kB*temp))
        rate = rate + (pi*coupling**2*valleys*hbar/(rho*quantum)
                       * (number*dos(E + quantum, m)
                          + (number + 1)*dos(E - quantum, m)))
    return rate


def mu_with_intervalley(temp):
    return relaxation_mobility(
        lambda E: acoustic_and_intervalley(E, temp), temp, m)


mu_iv = mu_with_intervalley(T)
exp_iv = (np.log(mu_with_intervalley(310.)/mu_with_intervalley(290.))
          / np.log(310/290))
assert mu_iv < mu and exp_iv < -1.5

# Ionized donors: screened Coulomb scattering, integrated over angle
donors, permittivity = 1e22, 11.7*epsilon_0
screen2 = e**2*donors/(permittivity*kT)
node, weight = np.polynomial.legendre.leggauss(80)
s = (node + 1)/2
u, du = 2*s**4, 4*s**3*weight                 # u = 1 - cos(angle)


def acoustic_and_donors(E):
    k2 = 2*m*E[:, None]/hbar**2
    potential = e**2/(permittivity*(2*k2*u + screen2))
    angular = 0.5*np.sum(du*u*potential**2, axis=1)
    return (acoustic_rate(E, T, m, C, D)
            + 2*pi/hbar*donors*dos(E, m)*angular)


mu_donors = relaxation_mobility(acoustic_and_donors, T, m)

# Ellipsoidal valleys, averaged over the cubic set
m_long, m_trans = 0.92*m_e, 0.19*m_e
m_dos = (m_long*m_trans**2)**(1/3)
ellipsoid = (m/m_dos)**1.5*m*(1/m_long + 2/m_trans)/3

# Nonparabolic band E(1 + alpha E) = hbar^2 k^2 / 2m
a = 0.5/e*kT
top = quad(lambda y: y*(1+a*y)/(1+2*a*y)**2*np.exp(-y), 0, 60)[0]
bottom = quad(lambda y: np.sqrt(y*(1+a*y))*(1+2*a*y)*np.exp(-y), 0, 60)[0]
nonparabolic = top/bottom*np.sqrt(pi)/2


# Degeneracy with six valleys
def degeneracy_ratio(density):
    def half(eta):
        return quad(lambda z: 2*z**2/(np.exp(z**2-eta)+1), 0, 9)[0]
    scale = 12*dos(kT, m)*kT
    eta = brentq(lambda z: scale*half(z)/density - 1, -20, 10)
    return np.log1p(np.exp(eta))*np.sqrt(pi)/2/half(eta)


deg16, deg18 = degeneracy_ratio(1e22), degeneracy_ratio(1e24)


def percent(ratio):
    return 100*(ratio - 1)


print("INPUTS (rough silicon values)")
print(f"temperature: {T:.0f} K")
print(f"band mass: {m/m_e:.2f} electron masses")
print(f"deformation potential: {D/e:.1f} eV")
print(f"density: {rho/1000:.2f} g/cm3")
print(f"sound speed: {v_s*100:.2e} cm/s")
print(f"stiffness C: {C/1e9:.1f} GPa")
print("ACOUSTIC-ONLY RESULTS")
print(f"thermal energy kT: {kT/e*1e3:.2f} meV")
print(f"relaxation time at E = kT: {tau_kT*1e12:.4f} ps")
print(f"averaged relaxation time: {mu*m/e*1e12:.4f} ps")
print(f"mean free path: {free_path*1e9:.1f} nm")
print(f"mobility at 300 K: {mu*1e4:.0f} cm2/Vs")
for temp in (200., 400.):
    value = mobility_formula(temp, m, C, D)*1e4
    print(f"mobility at {temp:.0f} K: {value:.0f} cm2/Vs")
print("TESTS")
print(f"oscillator absorption, grid: {absorb:.4f}; Bose: {bose/2:.4f}")
print(f"oscillator emission, grid: {emit:.4f}; Bose: {(bose+1)/2:.4f}")
print(f"box states counted: {counted}; from g(E): {expected:.0f}")
print(f"Boltzmann, sound speed/10: {mu_slow*1e4:.1f} cm2/Vs")
print(f"closed formula: {mu*1e4:.1f} cm2/Vs")
print(f"largest free-path deviation: {100*path_spread:.3f} %")
print(f"temperature exponent, Boltzmann: {exp_T:.4f}")
print(f"mass exponent, Boltzmann: {exp_m:.4f}")
print("NEGLECTED EFFECTS")
print(f"phonon energy at q = 2k, E = kT: {2*hbar*v_s*k_th/e*1e3:.2f} meV")
print(f"finite phonon energy: {100*dev_real:+.2f} %")
print(f"same, doubled sound speed: {100*dev_fast:+.2f} %")
for quantum, coupling, valleys in intervalley:
    print(f"intervalley phonon: {quantum/e*1e3:.0f} meV, "
          f"{coupling/e/100:.1e} eV/cm, {valleys} valley(s)")
print(f"mobility with intervalley: {mu_iv*1e4:.0f} cm2/Vs")
print(f"change by intervalley: {percent(mu_iv/mu):+.1f} %")
print(f"temperature exponent with intervalley: {exp_iv:.2f}")
print(f"relative permittivity: {permittivity/epsilon_0:.1f}")
print(f"donor density: {donors/1e6:.0e} cm-3")
print(f"acoustic + donor mobility: {mu_donors*1e4:.0f} cm2/Vs")
print(f"change by donors: {percent(mu_donors/mu):+.1f} %")
print(f"ellipsoid masses: {m_long/m_e:.2f}, {m_trans/m_e:.2f} "
      "electron masses")
print(f"change by ellipsoidal valleys: {percent(ellipsoid):+.1f} %")
print(f"nonparabolicity: {a/kT*e:.2f} 1/eV")
print(f"change by nonparabolicity: {percent(nonparabolic):+.1f} %")
print(f"degeneracy at 1e16 cm-3: {percent(deg16):+.4f} %")
print(f"degeneracy at 1e18 cm-3: {percent(deg18):+.2f} %")
print(f"field where mu F = sound speed: {v_s/mu/100:.0f} V/cm")
print(f"field for 10 % heating, acoustic only: "
      f"{heating_field/100:.0f} V/cm")
print("PASS")
```

Output:

```
INPUTS (rough silicon values)
temperature: 300 K
band mass: 0.32 electron masses
deformation potential: 9.0 eV
density: 2.33 g/cm3
sound speed: 9.00e+05 cm/s
stiffness C: 188.7 GPa
ACOUSTIC-ONLY RESULTS
thermal energy kT: 25.85 meV
relaxation time at E = kT: 0.5944 ps
averaged relaxation time: 0.4472 ps
mean free path: 100.2 nm
mobility at 300 K: 2458 cm2/Vs
mobility at 200 K: 4515 cm2/Vs
mobility at 400 K: 1596 cm2/Vs
TESTS
oscillator absorption, grid: 0.2910; Bose: 0.2910
oscillator emission, grid: 0.7909; Bose: 0.7910
box states counted: 39754; from g(E): 39722
Boltzmann, sound speed/10: 2458.0 cm2/Vs
closed formula: 2457.8 cm2/Vs
largest free-path deviation: 0.010 %
temperature exponent, Boltzmann: -1.5001
mass exponent, Boltzmann: -2.4999
NEGLECTED EFFECTS
phonon energy at q = 2k, E = kT: 5.52 meV
finite phonon energy: +0.73 %
same, doubled sound speed: +3.00 %
intervalley phonon: 60 meV, 1.0e+09 eV/cm, 1 valley(s)
intervalley phonon: 50 meV, 3.0e+08 eV/cm, 4 valley(s)
mobility with intervalley: 1430 cm2/Vs
change by intervalley: -41.8 %
temperature exponent with intervalley: -2.07
relative permittivity: 11.7
donor density: 1e+16 cm-3
acoustic + donor mobility: 2075 cm2/Vs
change by donors: -15.6 %
ellipsoid masses: 0.92, 0.19 electron masses
change by ellipsoidal valleys: +23.0 %
nonparabolicity: 0.50 1/eV
change by nonparabolicity: -11.4 %
degeneracy at 1e16 cm-3: -0.0054 %
degeneracy at 1e18 cm-3: -0.53 %
field where mu F = sound speed: 366 V/cm
field for 10 % heating, acoustic only: 223 V/cm
PASS
```
